# Forward and reverse Elmore delays of an RC wire sum to RC

## The decision

A signal line on a chip is wide at one end and narrow at the other, and its Elmore delay has been computed for a driver at the wide end. The line is also to be driven from the narrow end. Must the delay integral be worked out again, and could another shape with the same total resistance and capacitance make both directions faster? If the two delays always add up to the same total, the second delay is a subtraction, and no shape lowers both Elmore delays. For the 50% delay the answer differs, as shown near the end.

## The wire and the statement

The wire runs from $x=0$ to $x=L$, with resistance $r(x)>0$ and capacitance $c(x)\ge 0$ per unit length. The capacitance is to conductors at fixed potential. Both functions may vary along the wire in any integrable way, but they do not depend on time, on voltage or on which end is driven. There is no leakage through the dielectric and, for now, no inductance. The totals are

$$R=\int_0^L r\,dx,\qquad C=\int_0^L c\,dx .$$

The wire starts at zero voltage. At $t=0$ an ideal source, one without internal resistance, steps one end to 1 (voltages are in units of the swing). The other end is open, and its voltage $v(t)$ is the output. The Elmore delay is the mean time of the output's rise,

$$T=\int_0^\infty t\,\frac{dv}{dt}\,dt .$$

Let $T_F$ be the delay for drive at $x=0$ and $T_R$ that for drive at $x=L$. The claim is

$$T_F+T_R=RC .$$

## The delay as an area

Since $dv/dt=-\,d(1-v)/dt$, integration by parts gives

$$T=\Big[-t\,(1-v)\Big]_0^\infty+\int_0^\infty(1-v)\,dt=\int_0^\infty(1-v)\,dt .$$

The boundary term vanishes at $t=0$ because of the factor $t$. At late times it vanishes if $1-v$ decays faster than $1/t$, which has to be shown.

Take the drive at $x=0$ and let $u(x,t)=1-v(x,t)$ be the missing voltage. With the current $i$ counted positive away from the source, Ohm's law and charge conservation read

$$\frac{\partial v}{\partial x}=-r\,i,\qquad c\,\frac{\partial v}{\partial t}=-\frac{\partial i}{\partial x},
\qquad\text{so}\qquad c\,\frac{\partial u}{\partial t}=\frac{\partial}{\partial x}\Big(\frac1r\frac{\partial u}{\partial x}\Big).$$

Define $E=\tfrac12\int c\,u^2dx$ and $D=\int (\partial u/\partial x)^2/r\,dx$. Multiply the last equation by $u$ and integrate by parts over $x$. The boundary terms vanish, because $u=0$ at the source and the current is zero at the open end. Hence $dE/dt=-D$. Since $u$ starts from zero at the source, the Cauchy–Schwarz inequality gives

$$u(x)^2=\Big(\int_0^x\sqrt r\;\frac{1}{\sqrt r}\frac{\partial u}{\partial x'}\,dx'\Big)^2\le R\,D .$$

Therefore $E\le\tfrac12 RC\,D$, so $dE/dt\le-2E/(RC)$, and $E$ decays at least as fast as $e^{-2t/RC}$.

The output itself follows through $D$. Differentiating $D$ and integrating by parts in the same way gives $dD/dt=-2\int c\,(\partial u/\partial t)^2dx\le0$, so $D$ never grows. Then

$$\frac t2\,D(t)\le\int_{t/2}^{t}D\,ds\le E(t/2),$$

and $u(L,t)^2\le R\,D(t)$ decays exponentially too. The area formula holds.

## Forward drive

**Voltage.** The missing voltage at the open end is what is dropped along the wire:

$$1-v(L,t)=\int_0^L r(x)\,i(x,t)\,dx .$$

**Charge.** Current that passes $x$ can go nowhere except onto the capacitance beyond $x$, because the far end is open:

$$i(x,t)=\int_x^L c(y)\,\frac{\partial v(y,t)}{\partial t}\,dy .$$

Every point of the wire goes from 0 to 1 in the end. Integrated over all time, this gives

$$\int_0^\infty i(x,t)\,dt=\int_x^L c(y)\,[1-0]\,dy=\int_x^L c(y)\,dy .$$

The shape of the current pulse has dropped out. It may be sharp near the source and drawn out further on, but its area is fixed by the capacitance still to be filled.

**Delay.** Integrate the voltage equation over time and exchange the two integrals:

$$T_F=\int_0^L r(x)\left[\int_x^L c(y)\,dy\right]dx .$$

The exchange is allowed because $i\ge0$. To see this, note that a voltage profile that is nowhere negative, with its source end held at zero or above, cannot become negative, since its lowest point could only receive charge from its neighbours. Applied to $v$, this shows $v\ge0$. Applied to the difference $v(x,t+\delta)-v(x,t)$, which starts as $v(x,\delta)\ge0$ and is zero at the source, it shows that $v$ never falls. So $\partial v/\partial t\ge0$, and $i\ge0$ by the charge equation.

## Reverse drive and the sum

Now the source is at $x=L$ and $x=0$ is open. Count the current $i'$ positive towards smaller $x$, again away from the source. The drop along the wire is $1-v(0,t)=\int_0^L r\,i'\,dx$, with the same sign as before. The charge passing $x$ now fills the part between 0 and $x$, so

$$T_R=\int_0^L r(x)\left[\int_0^x c(y)\,dy\right]dx .$$

Add the two delays under one integral:

$$T_F+T_R=\int_0^L r(x)\left[\int_x^L c\,dy+\int_0^x c\,dy\right]dx=\int_0^L r(x)\,C\,dx=RC .$$

This is the claim. Each piece of resistance carries the charge for one side of the wire in one direction and for the other side in the other. Over both directions it carries the charge for the whole wire, wherever it sits.

## The lumped ladder

Let nodes $0,\dots,N$ carry capacitors $C_j$, and let resistor $R_k$ join nodes $k-1$ and $k$. The same charge argument gives

$$T_F=\sum_{k=1}^N R_k\sum_{j\ge k}C_j,\qquad T_R=\sum_{k=1}^N R_k\sum_{j<k}C_j,$$

and the inner sums add up to $C=\sum_{j=0}^N C_j$. This total includes the capacitors at both end nodes. The one on the driven node does not enter that direction's delay, but it enters the other.

As a test, a ladder of 12 resistors and 13 capacitors was drawn at random, each value within one decade. Its step responses were computed from the circuit equations and integrated over time. The result was $T_F=0.50520\,RC$ and $T_R=0.49480\,RC$, with sum $1.00000\,RC$.

## What shape can and cannot do

Let $\rho_0(y)=\int_0^y r\,dx$ be the resistance between $x=0$ and $y$. Exchanging the order of integration in $T_F$ gives

$$T_F=\int_0^L c(y)\,\rho_0(y)\,dy .$$

So $T_F/(RC)$ is the average position of the capacitance, with position measured by the fraction of the resistance already passed. Three consequences follow.

- **Bounds.** $0\le T_F\le RC$. The upper limit is approached when all the capacitance gathers at the far end, the lower when it gathers at the source.
- **Symmetric wire.** If the wire is its own mirror image, the two delays are equal, and each is $RC/2$. The uniform wire is one case.
- **Proportional profiles.** Let $r(x)=\kappa\,c(x)$ with constant $\kappa$, without any symmetry. With $Q(x)=\int_x^L c\,dy$ and $dQ/dx=-c$,

$$T_F=\kappa\int_0^L c\,Q\,dx=-\kappa\int_0^L Q\,\frac{dQ}{dx}\,dx=\frac{\kappa\,Q(0)^2}{2}=\frac{\kappa C^2}{2}=\frac{RC}{2},$$

since $R=\kappa C$. A lopsided wire can thus have equal delays. What matters is how capacitance is placed relative to resistance.

At fixed $R$ and $C$, reshaping moves delay from one direction to the other and removes none. A real change of width usually alters $R$ or $C$ as well, and then the sum moves with their product.

## A tapered copper line

Take a line with $L=100$ µm and thickness $d=80$ nm (written t in the numerical output). Its width falls linearly from $w_0=80$ nm at $x=0$ to $w_1=40$ nm at $x=L$:

$$w(x)=w_0-g\,x,\qquad g=\frac{w_0-w_1}{L}=4\times10^{-4}.$$

The resistivity is $\rho=4$ µΩ cm, so $r=\rho/(d\,w)$. The capacitance is modelled as $c=a+b\,w$. The lateral part, $a=0.12$ fF/µm, stands for the field from the sidewalls and edges, which ends partly on neighbouring lines and partly on the planes. The plate part is due to conducting planes 80 nm above and below, in a dielectric of relative permittivity 3, which gives $b=2\times3\,\varepsilon_0/(80\text{ nm})=0.664$ fF/µm².

**Formulas.** Use the width as variable, with $dx=-dw/g$. The resistance between $x=0$ and the place of width $w$ is

$$\rho_0=\frac{\rho}{d\,g}\int_w^{w_0}\frac{dw'}{w'}=\frac{\rho}{d\,g}\ln\frac{w_0}{w}.$$

The minus sign in $dx$ has been used to swap the limits. The same substitution in $T_F=\int c\,\rho_0\,dx$ gives

$$T_F=\frac{\rho}{d\,g^2}\int_{w_1}^{w_0}(a+b\,w)\ln\frac{w_0}{w}\,dw .$$

The antiderivatives, easily checked by differentiation, are

$$\int\ln\frac{w_0}{w}dw=w\ln\frac{w_0}{w}+w,\qquad \int w\ln\frac{w_0}{w}dw=\frac{w^2}{2}\ln\frac{w_0}{w}+\frac{w^2}{4}.$$

With $\ell=\ln(w_0/w_1)$ the limits give

$$T_F=\frac{\rho}{d g^2}\left[a\,(w_0-w_1-w_1\ell)+b\left(\frac{w_0^2-w_1^2}{4}-\frac{w_1^2\ell}{2}\right)\right].$$

For reverse drive the resistance is counted from $x=L$, and $\ln(w_0/w)$ is replaced by $\ln(w/w_1)=\ell-\ln(w_0/w)$. The term $\ell$ contributes $a(w_0-w_1)\ell+b(w_0^2-w_1^2)\ell/2$. Subtracting the forward bracket leaves

$$T_R=\frac{\rho}{d g^2}\left[a\,(w_0\ell-w_0+w_1)+b\left(\frac{w_0^2\ell}{2}-\frac{w_0^2-w_1^2}{4}\right)\right].$$

**Numbers.** Here $\ell=\ln2=0.6931$, and the prefactor is $0.5\ \Omega/(1.6\times10^{-7})=3.125$ MΩ. The forward bracket is

$$0.12\,\tfrac{\text{aF}}{\text{nm}}\times12.27\text{ nm}+0.664\times10^{-3}\,\tfrac{\text{aF}}{\text{nm}^2}\times645.5\text{ nm}^2=1.473+0.429=1.902\text{ aF},$$

and the reverse bracket is $1.854+0.676=2.530$ aF. Since 1 MΩ × 1 aF = 1 ps,

$$T_F=5.94\text{ ps},\qquad T_R=7.91\text{ ps},\qquad T_F+T_R=13.85\text{ ps}.$$

The totals are found separately:

$$R=\frac{\rho\,\ell}{d\,g}=866.4\ \Omega,\qquad C=aL+bL\,\frac{w_0+w_1}{2}=12+3.984=15.984\text{ fF},$$

with product $RC=13.85$ ps. Time integrals of simulated step responses give the same two delays, 5.942 and 7.907 ps.

**Reading them.** Drive at the wide end is faster because the resistance near the source, which carries the charge for nearly the whole wire, is then low. The plate capacitance, which is larger near the wide end, adds to the advantage, because less charge has to travel far. Compare a uniform line of width 60 nm with the same length, thickness, resistivity and capacitance model. It has the same $C$, but $R=833.3\ \Omega$, and its delay is 6.66 ps either way. The taper gains 11% on this in the forward direction and loses 19% in reverse. The loss is larger because the taper also raises $R$ by 4% at fixed mean width, and with it the sum.

## Driver and load

A real driver has a resistance $R_d$, and the receiver adds a capacitance $C_L$. Let both have the same values in either direction. The driver resistance carries the charge for everything, and each piece of wire also carries the charge for the load. The forward delay becomes

$$T_F+R_d(C+C_L)+R\,C_L ,$$

and the reverse delay gains the same terms. The sum is therefore

$$RC+2R_d(C+C_L)+2R\,C_L .$$

This does not contradict the theorem. Driver and load change ends when the direction changes, so the second circuit is not the first one driven backwards.

For $R_d=1$ kΩ and $C_L=1$ fF the terms are $13.85+33.97+1.73=49.55$ ps. The separate delays are about 23.8 and 25.8 ps. Their difference is still 2.0 ps, but it is now only 8% of the delay. With this driver, the choice of end matters little.

## Where the rule changes or fails

**Side branches.** Let a branch of capacitance $C_b$ hang from the wire at $x_b$. Its charge passes the wire between the source and $x_b$, which adds $\rho_0(x_b)\,C_b$ to the forward delay and $[R-\rho_0(x_b)]\,C_b$ to the reverse. Together these are $R\,C_b$. The sum is the resistance of the end-to-end path times all the capacitance. The branch's own resistance does not enter, so "total resistance times total capacitance" is wrong for a branched net.

**Switching neighbours.** If part of the capacitance goes to a neighbour that makes the opposite transition, the voltage across that part changes by $1-(-1)=2$, and its charge counts twice. If the neighbour makes the same transition, the change is zero and that part drops out. These counts give the time integral of $1-v$. An opposing neighbour driven from the other end can first push the output below its starting value, and $T$ is then no longer the mean time of a steady rise. If the whole lateral capacitance of the example, 12 fF, went to opposing neighbours, the sum would be $866.4\ \Omega\times27.984\text{ fF}=24.25$ ps. This is an upper limit for the model's value of $a$, since part of the lateral field ends on the planes. Lines spaced more closely have a larger lateral capacitance and can exceed it: at a pitch of 100 nm the sum for opposing neighbours is about 32 ps. For neighbours of the same shape at a pitch of 160 nm, a two-dimensional field calculation gives a coupling of only about 5 fF and a total capacitance of about 14 fF, less than the model's 15.984 fF. With these values the sum is about 12.2 ps for quiet neighbours and 16.4 ps for opposing ones.

**Inductance.** A series inductance $\lambda(x)$ per length adds $\int\lambda\,(\partial i/\partial t)\,dx$ to the voltage drop. Its time integral is $\int\lambda\,[i(\infty)-i(0)]\,dx=0$, because the current is zero before the step and after settling. The waveform changes, but $T$ does not. If the output overshoots, however, $T$ is no longer the mean time of a steady rise.

**Leakage.** With a conductance to ground the output settles below 1 and current flows for ever. The charge argument then fails.

**50% delays.** The time at which the output crosses one half obeys no such sum rule. Put all the capacitance at one end of a resistor. Driven from the other end, $v=1-e^{-t/RC}$ crosses one half at $RC\ln2$. Driven from the capacitor's end, no current flows in the resistor and the open end follows at once. The sum is $0.693\,RC$, against $0.7575\,RC$ for a uniform wire. A shape can even lower both 50% delays at fixed $R$ and $C$: with all the capacitance at the midpoint of the resistance, each is $\tfrac12RC\ln2=0.347\,RC$, against $0.379\,RC$ for the uniform wire, while both Elmore delays stay at $RC/2$. In the tapered line the 50% delays are 4.56 and 5.92 ps, with sum $0.756\,RC$. That is close to the uniform value, but this mild taper does not make it a law.

## The model beside a real line

The dimensions, resistivity and capacitance are rough typical values for narrow copper wiring in the intermediate layers of a chip. How well the capacitance model fits depends on the pitch. With neighbours of the same shape at a pitch of 160 nm, the line would have about 12% less capacitance, and the delays would be about 5.1 and 7.1 ps. At 120 nm it would have about 6% more, and at 100 nm about 35% more. The smooth taper is chosen to give a nonuniform case and is not typical of dense wiring. The assumption that costs most is the ideal source: the rough driver and load above raise the sum from 13.85 to 49.55 ps. Switching neighbours come next: at a pitch of 160 nm, opposing transitions add about 4 ps to the sum, and the model's upper limit for the sum is 24.25 ps.

The other effects are smaller. Narrow copper has a higher resistivity. If it rises from 3.5 µΩ cm at the wide end to 5.0 at the narrow end, as a constant plus a term in $1/w$, the delays become 5.77 and 8.65 ps. If the neighbours taper in the same way, at a fixed pitch of 160 nm, the gap between the lines is smaller where they are wide. With the facing sidewalls treated as parallel plates, and the lateral capacitance kept at $a$ where the width is 60 nm, capacitance shifts towards $x=0$, and the delays are 5.84 and 8.06 ps. In both cases the theorem still holds, with the new $R$ or $C$. Warming by 80 K, at roughly 0.007 µΩ cm per kelvin, raises the sum to 15.8 ps.

The time of flight, 0.58 ps, is a tenth of $T_F$, so the neglect of wave propagation is fair here. The skin depth at $1/(2\pi T_F)\approx27$ GHz is about 0.6 µm, far more than the thickness, so the current fills the cross-section.

## Values computed for the example and the checks

```
length: 100 um
thickness: 80 nm
width at x=0: 80 nm
width at x=L: 40 nm
resistivity: 4.0 uOhm cm
dielectric constant: 3.0
plane distance, above and below: 80 nm
lateral capacitance a: 0.12 fF/um
plate capacitance b: 0.664 fF/um^2
width slope g: 4.00 1e-4
ln(w0/w1): 0.6931
prefactor rho/(t g^2): 3.125 MOhm
forward bracket, lateral: 1.4729 aF
forward bracket, plate: 0.4286 aF
reverse bracket, lateral: 1.8542 aF
reverse bracket, plate: 0.6761 aF
R: 866.4 Ohm
C: 15.984 fF
RC: 13.849 ps
T_F formula: 5.942 ps
T_R formula: 7.907 ps
T_F simulated: 5.942 ps
T_R simulated: 7.907 ps
T_F + T_R simulated: 13.849 ps
uniform 60 nm line: R: 833.3 Ohm
uniform 60 nm line: Elmore: 6.660 ps
50% delay forward: 4.558 ps
50% delay reverse: 5.918 ps
50% sum / RC, tapered: 0.7564
50% sum / RC, uniform: 0.7575
50% sum / RC, single lump: 0.6931
random ladder T_F/RC: 0.50520
random ladder T_R/RC: 0.49480
random ladder sum/RC: 1.00000
branched: sum/(R_path C_all): 1.000
branched: sum/(R_all C_all): 0.883
driver resistance: 1000 Ohm
load capacitance: 1 fF
sum with driver and load: 49.55 ps
sum, lateral part doubled: 24.25 ps
size effect: rho at 80 nm: 3.50 uOhm cm
size effect: rho at 40 nm: 5.00 uOhm cm
size effect: T_F: 5.77 ps
size effect: T_R: 8.65 ps
fixed pitch: 160 nm
fixed pitch: T_F: 5.84 ps
fixed pitch: T_R: 8.06 ps
warming: 80 K
resistivity slope: 0.007 uOhm cm/K
sum when warm: 15.79 ps
time of flight: 0.58 ps
frequency 1/(2 pi T_F): 26.8 GHz
skin depth there: 615 nm
```
